High-energy nuclear stopping: the logarithm, its constant and its range

**1. Definitions and conventions**

A projectile of atomic number Z1, mass M1 and laboratory energy E meets a free atom (Z2, M2) at rest. The collision is classical, nonrelativistic and elastic. Gaussian electrostatic units are used, so Z1Z2e² is an energy times a length. The interaction is a screened Coulomb repulsion,

V(r) = (Z1Z2e²/r) φ(r/a),

with screening length a and a screening function of the form

φ(x) = Σ_i c_i exp(−d_i x), d_i > 0, Σ_i c_i = 1, 0 ≤ φ ≤ 1.

Thus φ(0) = 1: at short distance the nuclei repel with their full charges. The other symbols are

E_c = E M2/(M1+M2), the centre-of-mass energy,
ε = a E_c/(Z1Z2e²), the reduced energy,
x = r/a and β = b/a, with b the impact parameter,
θ, the centre-of-mass scattering angle,
γ = 4M1M2/(M1+M2)², the largest fraction of E that can be transferred.

The reduced nuclear stopping is

s_n(ε) = ε ∫_0^∞ sin²(θ/2) d(β²). (1)

The result derived below is, for ε → ∞ within this classical model,

s_n(ε) = [ln ε + C + o(1)]/(2ε), (2)

where o(1) denotes a term that tends to zero. The leading term ln ε/(2ε) is the same for every φ of the stated form. The constant C depends on φ. Section 8 shows where the classical model itself stops being valid.

**2. From reduced stopping to energy loss**

Let v be the projectile speed and μ = M1M2/(M1+M2) the reduced mass. The centre of mass moves at V_c = M1v/(M1+M2). In its frame the target has speed V_c before and after the collision, and its velocity turns by θ. The change of velocity has magnitude 2V_c sin(θ/2). The target was at rest in the laboratory, so this is its recoil speed, and the transferred energy is

T = ½M2 · 4V_c² sin²(θ/2) = γE sin²(θ/2). (3)

The stopping cross section is the transfer summed over impact parameters. With 2πb db = πa² d(β²),

S_n = ∫ T 2πb db = πa² γE s_n/ε.

The definition of ε gives E/ε = Z1Z2e²(M1+M2)/(aM2). Inserting this and γ,

S_n = 4πa Z1Z2e² [M1/(M1+M2)] s_n. (4)

For independent target atoms of number density N, the nuclear energy loss per unit path is N S_n. The prefactor in (4) does not depend on energy, so S_n has the same energy dependence as s_n.

**3. The exact classical angle**

Let ψ be the polar angle of the relative position. Conservation of angular momentum gives dψ/dt = vb/r². Conservation of energy gives

(dr/dt)² = v²[1 − V(r)/E_c − b²/r²],

and V/E_c = φ(x)/(εx). Dividing the two rates gives dψ/dr. The incoming and outgoing halves of the orbit sweep equal angles, and without deflection the total would be π. Hence

θ = π − 2β ∫_{x0}^∞ dx / {x² √[1 − φ(x)/(εx) − β²/x²]}. (5)

The closest approach x0 is the zero of the square bracket. Since φ ≤ 1, x0 cannot exceed its unscreened value, which is at most β + 1/ε. At high ε, a collision with β ≪ 1 therefore reaches the region where φ ≈ 1.

**4. Close collisions**

For β ≪ 1 set φ = 1. Put w = β/x and κ = 1/(2εβ). The integral in (5), including one factor β, becomes

∫_0^{w0} dw/√(1 − 2κw − w²) = ∫_0^{w0} dw/√[1 + κ² − (w+κ)²],

where w0 is the zero of the root. The antiderivative is arcsin[(w+κ)/√(1+κ²)]. It equals π/2 at w0 and arctan κ at w = 0. Therefore

θ = π − 2(π/2 − arctan κ) = 2 arctan κ,

tan(θ/2) = 1/(2εβ), sin²(θ/2) = κ²/(1+κ²) = 1/(1 + 4ε²β²). (6)

This is Rutherford scattering. Impact parameters up to β = B contribute, with y = β²,

s_close = ε ∫_0^{B²} dy/(1 + 4ε²y) = ln(1 + 4ε²B²)/(4ε). (7)

If εB ≫ 1, this is ln(2εB)/(2ε). For φ = 1 at all distances B could grow without limit and the stopping would diverge. Screening must supply the upper end.

**5. Distant collisions**

For β ≫ 1/ε the deflection is small, and the force may be evaluated on the undeflected straight line r² = b² + z². The transverse force is −V′(r) b/r, and the time element is dz/v with dz = r dr/√(r²−b²). Both halves of the path contribute equally. Dividing the transverse momentum by μv, and using μv² = 2E_c,

θ = (b/E_c) ∫_b^∞ [−V′(r)] dr/√(r²−b²).

Since −V′ = (Z1Z2e²/a²)[φ/x² − φ′/x], where φ′ = dφ/dx,

θ = G(β)/(εβ),
G(β) = β² ∫_β^∞ [φ/x² − φ′/x] dx/√(x²−β²). (8)

The substitution x = β cosh t removes the endpoint singularity:

G(β) = ∫_0^∞ [φ/cosh²t − βφ′/cosh t] dt. (9)

As β → 0 the first term tends to ∫_0^∞ dt/cosh²t = 1 and the second vanishes, so G(0) = 1. This gives θ = 1/(εβ), the small-angle form of (6).

For exponentials G has a closed form. The same impulse is minus the b-derivative of the line integral of V, divided by v. With z/a = β sinh t, one exponential gives

∫_{−∞}^{∞} exp(−d x)/x d(z/a) = 2∫_0^∞ exp(−dβ cosh t) dt = 2K0(dβ).

Dividing the impulse by μv gives θ = −(1/ε) d/dβ Σ_i c_i K0(d_iβ). Since K0′ = −K1,

G(β) = β Σ_i c_i d_i K1(d_iβ), (10)

where K0 and K1 are modified Bessel functions. They fall exponentially at large argument, which makes the outer integral finite.

For small angles sin²(θ/2) = θ²/4, so the region β > B contributes

s_far = ε ∫_B^∞ [G²/(4ε²β²)] 2β dβ = [1/(2ε)] ∫_B^∞ G² dβ/β. (11)

**6. Joining the two regions**

Choose B with 1/ε ≪ B ≪ 1, for example B = ε^(−1/2). Both descriptions hold at the boundary. The relative error of the close form is at most of order β + 1/ε there, and that of the straight-line form at most of order 1/(εβ). Weighted with dβ/β, these errors add terms to 2εs_n that vanish as ε → ∞. Adding (7) and (11),

2εs_n = ln(2εB) + ∫_B^∞ G² dβ/β + o(1). (12)

The derivative of the right side with respect to B is [1 − G²(B)]/B. Because 1 − G² vanishes at least as fast as β² ln(1/β) at small β (as β² when Σ_i c_i d_i² = 0), the dependence on B disappears in the limit. This proves (2), with

C = ln 2 + lim_{B→0} [ln B + ∫_B^∞ G² dβ/β]. (13)

The logarithm belongs to the window 1/ε ≪ β ≪ 1, where the angles are small and the charges almost unscreened. There the integrand of 2εs_n is dβ/β, so each decade of β adds ln 10 = 2.3026. At ε = 10⁴ the full classical integral over 0.001 < β < 0.01, with the universal function of Section 9, gives 2.3005. Raising ε tenfold moves the lower end of the window down by one decade and leaves the upper end near the screening length.

**7. The constant in closed form**

Inserting (10) into (13) requires, for each pair of decay constants p and q,

I(p,q) = pq ∫_B^∞ β K1(pβ)K1(qβ) dβ.

For p ≠ q define

F(β) = β[q K1(pβ)K0(qβ) − p K0(pβ)K1(qβ)].

The rules dK0(pβ)/dβ = −pK1(pβ) and d[βK1(pβ)]/dβ = −pβK0(pβ) give

F′ = −pqβK0(pβ)K0(qβ) − q²βK1(pβ)K1(qβ)
  + p²βK1(pβ)K1(qβ) + pqβK0(pβ)K0(qβ)
 = (p²−q²) β K1(pβ)K1(qβ).

Since F(∞) = 0, I(p,q) = −pqF(B)/(p²−q²). At small argument K1(s) ≈ 1/s and K0(s) ≈ −ln(s/2) − γ_E, where γ_E is Euler's constant. Hence

−pqF(B) → p²K0(pB) − q²K0(qB)
 = −(p²−q²)[ln(B/2) + γ_E] − (p² ln p − q² ln q),

I(p,q) → −ln B + ln 2 − γ_E − f(p,q),

f(p,q) = (p² ln p − q² ln q)/(p² − q²). (14)

For q → p, f becomes the derivative of p² ln p with respect to p², which is

f(p,p) = ln p + ½.

The weights satisfy Σ_ij c_i c_j = (Σ_i c_i)² = 1. The terms in ln B cancel in (13), leaving

C = 2 ln 2 − γ_E − Σ_ij c_i c_j f(d_i,d_j). (15)

For the single exponential φ = exp(−x), C = 2 ln 2 − γ_E − ½ = 0.3091.

The split between ln ε and C depends on the choice of a. If a is replaced by λa with the same physical potential, every d_i becomes λd_i. Then ε grows by the factor λ, while (14) and (15) lower C by ln λ. The sum ln ε + C is unchanged. A constant must therefore be used with the screening length for which it was computed.

**8. Where the formula applies**

The lower condition is ε ≫ 1. The leading term alone has relative correction C/ln ε, which decreases slowly. For the universal function, the full classical integral exceeds ln ε/(2ε) by 5.1 % at ε = 100 and still by 3.0 % at ε = 10⁴. With C included, the remaining difference in 2εs_n is −0.042 at ε = 100, −0.0070 at 1000 and −0.0010 at 10⁴. The tests require its magnitude to fall along this sequence and to stay below 3 ln ε/ε. They apply the same conditions to the single exponential.

Formula (2) without its remainder must not be continued to low energy. It becomes negative when ln ε < −C. Its maximum, at ln ε = 1 − C, also lies outside the range ε ≫ 1 and does not locate the maximum of the true s_n. Within the range of validity, the local power law is

d ln s_n/d ln ε ≈ −1 + 1/(ln ε + C),

so the stopping falls somewhat more slowly than 1/E.

The upper condition comes from quantum mechanics. Let ħk = μv. Then

(ka)² = 2μE_c a²/ħ² = Λε, Λ = 2μa Z1Z2e²/ħ². (16)

A wave confined to a width of order a spreads by an angle of order 1/(ka). The classical deflection at β ~ 1 is of order 1/ε. A classical description there requires 1/ε ≫ 1/(ka), or

ka/ε = √(Λ/ε) = 2Z1Z2e²/(ħv) ≫ 1, that is, ε ≪ Λ. (17)

The classical logarithm thus describes the intermediate range 1 ≪ ε ≪ Λ, and in nonrelativistic mechanics a fixed pair of atoms leaves it once the energy is high enough. In reality v cannot exceed the speed of light, so 2Z1Z2e²/(ħv) always stays above 2Z1Z2/137. For pairs with Z1Z2 larger than about 68 it therefore never falls below 1, and the Born regime is not reached.

The opposite limit, ε ≫ Λ, can be worked out in the first Born approximation for φ = exp(−x). With momentum transfer ħq and Q = qa = 2ka sin(θ/2), the amplitude is

A = −[2μ/(ħ²q)] ∫_0^∞ r V(r) sin(qr) dr = −aΛ/(1 + Q²).

In (1), 2πb db is replaced by |A|² dΩ:

s_n = [ε/(πa²)] ∫ sin²(θ/2) |A|² dΩ.

Here sin²(θ/2) = Q²/(4k²a²) and dΩ = 4π d[sin²(θ/2)] = 2πQ dQ/(ka)². Using (ka)⁴ = Λ²ε²,

2εs_n = ∫_0^{2ka} Q³ dQ/(1+Q²)²
 = ½[ln(1+4k²a²) − 1 + 1/(1+4k²a²)]
 → ln(2ka) − ½. (18)

Since ka = √(Λε), this equals ½ ln ε + ½ ln Λ + ln 2 − ½. The coefficient of ln ε is half the classical one, because the smallest effective angle is now 1/(ka), which falls as ε^(−1/2), instead of 1/ε. Integration of the Born amplitude at Λ = 1, between ε = 10⁴ and 10⁵, gives a coefficient of 0.5000.

Relativistic motion, finite nuclear size and nuclear forces can set earlier limits in practice. Each must be checked for the pair in question.

**9. Stable evaluation**

At high ε, direct use of (5) subtracts two nearly equal numbers. The subtraction can be done analytically. Put x0/x = sin t and define

h0 = φ(x0)/(εx0), h(t) = sin t φ(x0/sin t)/(εx0).

At closest approach β²/x0² = 1 − h0. The bracket in (5) is then

1 − h − (1−h0) sin²t = cos²t · D,
D = 1 − h0 + P, P = (h0 − h)/cos²t.

Write π as 2∫_0^{π/2} dt and let R = √[(1−h0)/D]. Since 1 − R² = P/D and 1 − R = (1 − R²)/(1 + R),

θ = 2 ∫_0^{π/2} (1 − R) dt = 2 ∫_0^{π/2} P dt/[D(1+R)]. (19)

The integrand is now small when θ is small. P still has the form 0/0 at t = π/2, with a finite limit, and in double precision it loses accuracy once π/2 − t falls below about 10⁻⁶; a rule such as Gauss–Legendre, whose nodes stay away from the endpoint, should be used. For the stopping integral, x0 is a convenient variable, because no root then has to be found at each impact parameter:

β² = x0² − x0φ(x0)/ε,
d(β²) = {2x0 − [φ(x0) + x0φ′(x0)]/ε} dx0. (20)

The integral starts at the head-on distance, where εx0 = φ(x0), and is best taken on a logarithmic grid in x0.

The example uses the Ziegler–Biersack–Littmark universal screening function, with coefficients

c = 0.18175, 0.50986, 0.28022, 0.02817,
d = 3.19980, 0.94229, 0.40290, 0.20162,

and screening length a = 0.8854 a0/(Z1^0.23 + Z2^0.23), where a0 is the Bohr radius. Equation (15) gives C = 0.2746, in agreement with quadrature of (13).

**10. Example: 1 MeV boron-11 in germanium**

The target is treated as independent free germanium atoms. Electronic stopping, inelastic losses, channelling and nuclear forces are left out. For a real boron ion at this energy electronic stopping is more than ten times larger than nuclear stopping, so the result below is only the small nuclear part of the energy loss and must not be used alone to estimate a range. The reference value below is the full classical integral for the universal potential, not a measured stopping power.

The inputs are Z1 = 5, Z2 = 32, M1 = 11.009 u, M2 = 72.63 u and E = 1000 keV. They give a = 0.012777 nm and Z1Z2e² = 230.394 eV nm. Then

E_c = 1000 keV × 72.63/83.639 = 868.4 keV,
ε = 0.012777 × 868370/230.394 = 48.16, ln ε = 3.874.

The leading term and the form with the constant are

s_n ≈ 3.874/96.31 = 0.0402,
s_n ≈ (3.874 + 0.275)/96.31 = 0.0431.

The full classical integral gives s_n = 0.0424. Relative to it, the leading term is 5.1 % low and the form with C is 1.7 % high. The constant improves the estimate, but ε = 48 is not yet large enough for the remainder to be negligible.

The prefactor in (4) is

4π × 0.012777 × 230.394 × 11.009/83.639 = 4.869 eV nm²,

so the full classical stopping cross section is

S_n = 4.869 × 0.04238 = 0.206 eV nm² = 2.06 × 10⁻¹⁵ eV cm².

The leading term alone would give 0.196 eV nm². The third digit of S_n belongs to the universal potential: other common choices (Molière screening with the Firsov or Lindhard length, Kr–C screening with the Firsov length) give 0.200 to 0.209 eV nm², a shift of up to about 3 %.

The division by impact parameter shows which collisions matter. Those with β < 1/(2ε), which (6) would deflect by more than 90°, supply 8.4 % of the stopping. The window 1/(2ε) < β < 1 supplies 86.0 %, and β > 1 supplies 5.6 %. At β = 0.1, inside the window, θ = 0.1997 rad. With γ = 0.4572, equation (3) gives

T = 0.4572 × 1000 keV × sin²(0.0998) = 4.54 keV.

Direct integration of the two-body motion in the laboratory frame gives the same recoil energy. A small angle can thus still mean a recoil of several keV.

The classical condition is well satisfied: ka = 8052 and ka/ε = 167. The crossover parameter is Λ = 1.35 × 10⁶. Since ε is proportional to E, ε = Λ would correspond to about 28 GeV, above the boron rest energy of roughly 10 GeV. For this pair the nonrelativistic treatment fails before the Born regime is reached. At 1 MeV the unscreened head-on distance a/ε is 2.65 × 10⁻⁴ nm, or 265 fm, far larger than the nuclei, whose radii are a few femtometres. The further digits and the comparisons at other energies are in the numerical output.

Computed results

```
Rutherford cut at beta=1, eps=50: s_n = 0.046052 (integral), 0.046052 (formula)
universal beta=0.2: G = 0.93319, exact eps*beta*theta at eps=1e4 = 0.93314
universal beta=1.0: G = 0.60920, exact eps*beta*theta at eps=1e4 = 0.60919
universal beta=3.0: G = 0.23852, exact eps*beta*theta at eps=1e4 = 0.23852
exponential: C = 0.30908 (closed), 0.30908 (quadrature), exp(C) = 1.3622
  eps=10: 2 eps s_n = 2.47230, ln eps = 2.30259, ratio = 1.0737, minus (ln eps + C) = -0.13937
  eps=100: 2 eps s_n = 4.87527, ln eps = 4.60517, ratio = 1.0587, minus (ln eps + C) = -0.03898
  eps=1000: 2 eps s_n = 7.21056, ln eps = 6.90776, ratio = 1.0438, minus (ln eps + C) = -0.00628
  eps=10000: 2 eps s_n = 9.51856, ln eps = 9.21034, ratio = 1.0335, minus (ln eps + C) = -0.00086
universal: C = 0.27460 (closed), 0.27460 (quadrature), exp(C) = 1.3160
  eps=10: 2 eps s_n = 2.45228, ln eps = 2.30259, ratio = 1.0650, minus (ln eps + C) = -0.12490
  eps=100: 2 eps s_n = 4.83785, ln eps = 4.60517, ratio = 1.0505, minus (ln eps + C) = -0.04192
  eps=1000: 2 eps s_n = 7.17532, ln eps = 6.90776, ratio = 1.0387, minus (ln eps + C) = -0.00703
  eps=10000: 2 eps s_n = 9.48396, ln eps = 9.21034, ratio = 1.0297, minus (ln eps + C) = -0.00098
eps=1e4, beta 0.001 to 0.01 adds 2.30052 to 2 eps s_n; ln 10 = 2.30259
Born, Lambda=1, eps=10000: 2 eps s_n = 4.79834, ln(2ka)-1/2 = 4.79832
Born, Lambda=1, eps=100000: 2 eps s_n = 5.94961, ln(2ka)-1/2 = 5.94961
Born coefficient of ln eps in 2 eps s_n = 0.5000
B on Ge: Z1 = 5, Z2 = 32, M1 = 11.009 u, M2 = 72.63 u
laboratory energy = 1000.0 keV
centre-of-mass energy = 868.37 keV
screening length a = 0.012777 nm
Z1 Z2 e^2 = 230.394 eV nm
reduced energy eps = 48.156, ln eps = 3.8744
unscreened head-on distance a/eps = 2.6532e-04 nm
maximum energy-transfer fraction = 0.45720
beta=0.1: theta = 0.19967 rad, recoil = 4.5418 keV (trajectory), 4.5418 keV (formula)
s_n full classical = 0.042378
s_n leading = 0.040228, error = -5.07 %
s_n with C = 0.043079, error = 1.65 %
S_n / s_n = 4.86896 eV nm^2
S_n full classical = 0.20634 eV nm^2 = 2.0634e-15 eV cm^2
S_n direct impact-parameter integral = 0.20634 eV nm^2
S_n leading = 0.19587 eV nm^2
share beta < 1/(2 eps) = 8.43 %
share 1/(2 eps) < beta < 1 = 85.99 %
share beta > 1 = 5.58 %
ka = 8052.2, ka/eps = 167.21, Lambda = 1.3464e+06
```
